**Charge states and statistics of an amphoteric dangling bond**

A dangling bond with n = 0, 1 or 2 electrons has charge q = 1 − n, a donor level E(+/0) = e0 + lam and an acceptor level E(0/−) = e0 + U0 − lam. Here e0 is the orbital energy, U0 the repulsion at fixed geometry and lam = F²/(2K) the relaxation energy, with stiffness K and coupling F. The program asserts the level count of a seven-orbital bond model, and compares the two transition levels with numerical minimization over the lattice coordinate. It compares the formulas for mean charge and unpaired spins with Boltzmann sums over diagonalized Fock-space matrices, and it locates the edges of the neutral window by root search. It also asserts the bound on the charge difference between a dangling bond and a separate donor–acceptor pair, and checks the gate voltage shift against an integrated Poisson equation. The output shows a mean charge that goes from +0.999 through 0 to −0.999 as the Fermi level rises from 0.10 to 1.00 eV. In the middle of the gap the dangling bond carries one unpaired spin and the separate pair two. With strong lattice coupling U = E(0/−) − E(+/0) becomes −0.30 eV, and the neutral state nearly disappears.

## Verification by program

```python
"""Result under test: a dangling bond with n = 0, 1, 2 electrons has charge
q = 1-n (units of +e), a donor level E(+/0) = e0+lam and an acceptor level
E(0/-) = e0+U0-lam, with lam = F^2/(2K) and U = U0-2 lam.  In equilibrium
  <q> = -sinh(m)/(cosh(m)+s),  P(neutral) = s/(cosh(m)+s),
  m = (mu-e0-U0/2)/kT,  s = exp(U/(2kT)).
e0: orbital energy, U0: repulsion at fixed geometry, K: stiffness,
F: coupling of charge to the coordinate Q, mu: Fermi level.
Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar

temperature = 300.0
kT = const.k * temperature / const.e
e0, U0, K, F = 0.25, 0.60, 10.0, 1.0
gap = 1.10

# Bond model: orbitals 0-3 are central hybrids, 4-6 are neighbour hybrids.
V1, V2 = 1.0, 4.0
H_bond = np.zeros((7, 7))
H_bond[:4, :4] = -V1 * (np.ones((4, 4)) - np.eye(4))
for i in range(1, 4):
    H_bond[i, i + 3] = H_bond[i + 3, i] = -V2
levels, vectors = np.linalg.eigh(H_bond)
n_below = int(np.sum(levels < -1e-9))
n_above = int(np.sum(levels > 1e-9))
assert n_below == 3 and n_above == 3 and abs(levels[3]) < 1e-12
weight = vectors[0, 3] ** 2
assert abs(weight - V2**2 / (V2**2 + 3 * V1**2)) < 1e-12
cluster_charge = [7 - 2 * n_below - n for n in range(3)]
assert cluster_charge == [1, 0, -1]

# Fock space of one orbital with two spins, built from fermion operators.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
number = n_up + n_dn
s_plus, s_z = c_up.T @ c_dn, 0.5 * (n_up - n_dn)
spin_sq = s_z @ s_z + 0.5 * (s_plus @ s_plus.T + s_plus.T @ s_plus)
identity = np.eye(4)
Q_grid = np.linspace(-1.2, 1.2, 1201)


def thermal(mu, coupling):
    """Mean charge, unpaired spins and P(+), P(0), P(-) by direct sums."""
    Q = Q_grid[:, None, None]
    H = ((e0 - mu) * number + U0 * n_up @ n_dn + 0.5 * K * Q**2 * identity
         - coupling * Q * (number - identity))
    energy, states = np.linalg.eigh(H)
    boltz = np.exp(-(energy - energy.min()) / kT)
    boltz /= boltz.sum()

    def mean(op):
        diag = np.einsum('gai,ab,gbi->gi', states, op, states)
        return float(np.sum(boltz * diag))

    p_minus = mean(n_up @ n_dn)
    p_plus = mean((identity - n_up) @ (identity - n_dn))
    p_zero = mean(n_up + n_dn - 2 * n_up @ n_dn)
    return (mean(identity - number), mean(spin_sq) / 0.75,
            p_plus, p_zero, p_minus)


def closed_form(mu, coupling):
    U_relaxed = U0 - coupling**2 / K
    m = (mu - e0 - U0 / 2) / kT
    s = np.exp(U_relaxed / (2 * kT))
    return -np.sinh(m) / (np.cosh(m) + s), s / (np.cosh(m) + s)


def relaxed(coupling):
    """Energies and geometries of n = 0, 1, 2 by numerical minimization."""
    energies, positions = [], []
    for n in range(3):
        def surface(Q, n=n):
            return (n * e0 + U0 * (n == 2) + 0.5 * K * Q**2
                    - coupling * (n - 1) * Q)
        found = minimize_scalar(surface)
        energies.append(found.fun)
        positions.append(found.x)
    return np.array(energies), np.array(positions)


results = {}
for coupling in (F, 3.0):
    energies, positions = relaxed(coupling)
    donor, acceptor = np.diff(energies)
    lam = coupling**2 / (2 * K)
    assert abs(donor - (e0 + lam)) < 1e-9
    assert abs(acceptor - (e0 + U0 - lam)) < 1e-9
    assert np.allclose(positions, np.array([-1, 0, 1]) * coupling / K,
                       atol=1e-6)
    results[coupling] = (donor, acceptor, lam, positions)
    for mu in np.linspace(0.0, gap, 23):
        direct = thermal(mu, coupling)
        assert np.allclose(direct[:2], closed_form(mu, coupling), atol=1e-9)
        assert abs(direct[1] - direct[3]) < 1e-10
donor, acceptor, lam, positions = results[F]
donor_neg, acceptor_neg, lam_neg, _ = results[3.0]
U, U_neg = acceptor - donor, acceptor_neg - donor_neg
mu0 = e0 + U0 / 2
assert abs(thermal(mu0, F)[0]) < 1e-10

# Edges of the range in which the neutral state is the most probable.
edge_low = brentq(lambda x: np.log(thermal(x, F)[2] / thermal(x, F)[3]),
                  0.15, 0.45)
edge_high = brentq(lambda x: np.log(thermal(x, F)[4] / thermal(x, F)[3]),
                   0.65, 0.95)
assert abs(edge_low - (donor - kT * np.log(2))) < 1e-7
assert abs(edge_high - (acceptor + kT * np.log(2))) < 1e-7

# The neutral window closes at U = -2 kT ln 2.
for ratio, survives in ((-1.30, True), (-1.45, False)):
    coupling = np.sqrt(K * (U0 - ratio * kT))
    wins = []
    for mu in mu0 + kT * np.linspace(-3, 3, 61):
        p_plus, p_zero, p_minus = thermal(mu, coupling)[2:]
        wins.append(p_zero > max(p_plus, p_minus))
    assert any(wins) == survives


def separate_pair(mu, level_d, level_a):
    """Sum over the joint states of one donor and one acceptor.

    Returns total charge, unpaired spins, donor charge, acceptor charge.
    """
    donor_states = [(0.0, 1, 0)] + 2 * [(level_d - mu, 0, 1)]
    acceptor_states = 2 * [(0.0, 0, 1)] + [(level_a - mu, -1, 0)]
    total = np.zeros(5)
    for e_d, q_d, spin_d in donor_states:
        for e_a, q_a, spin_a in acceptor_states:
            w = np.exp(-(e_d + e_a) / kT)
            total += w * np.array([1, q_d + q_a, spin_d + spin_a, q_d, q_a])
    return total[1:] / total[0]


max_difference = {}
for U_test in (U, 2 * kT):
    coupling = np.sqrt(K * (U0 - U_test))
    differences = []
    for mu in np.linspace(0.0, gap, 111):
        pair = separate_pair(mu, mu0 - U_test / 2, mu0 + U_test / 2)
        differences.append(abs(pair[0] - thermal(mu, coupling)[0]))
        assert pair[2] >= 0 and pair[3] <= 0
    max_difference[U_test] = max(differences)
    # The added 1e-11 allows for rounding in the sums over the grid.
    assert max(differences) <= np.exp(-U_test / kT) / 4 + 1e-11
pair_mid = separate_pair(mu0, donor, acceptor)
spin_mid = thermal(mu0, F)[1]
assert abs(pair_mid[1] - 2) < 1e-3 and abs(spin_mid - 1) < 1e-3

# Gate voltage shift: atomic-unit formula against integrated Poisson equation.
density, thickness, kappa = 1e-4, 50.0, 4.0
bohr = const.physical_constants['Bohr radius'][0] * 1e10
hartree = const.physical_constants['Hartree energy in eV'][0]


def voltage_shift(q):
    return (-4 * np.pi * q * density * bohr**2 * (thickness / bohr)
            / kappa * hartree)


x = np.linspace(-10.0, thickness, 60001)
sheet = density * np.exp(-x**2 / 2) / np.sqrt(2 * np.pi)
e_over_eps0 = const.e / const.epsilon_0 * 1e10
slope = cumulative_trapezoid(-e_over_eps0 * sheet / kappa, x, initial=0)
potential = cumulative_trapezoid(slope, x, initial=0)
assert abs(potential[-1] - voltage_shift(1.0)) < 1e-6

print(f"Bond model: V1 = {V1:.2f} eV, V2 = {V2:.2f} eV")
print("Bond-model levels (eV):", " ".join(f"{v + 0.0:.3f}" for v in levels
                                          .round(9)))
print(f"Weight of middle level on dangling hybrid: {weight:.4f}")
print("Cluster charge for n = 0, 1, 2 (e):", cluster_charge)
print(f"T = {temperature:.0f} K, kT = {kT:.5f} eV, gap = {gap:.2f} eV")
print(f"e0 = {e0:.2f} eV, U0 = {U0:.2f} eV")
print(f"K = {K:.1f} eV/angstrom^2, F = {F:.1f} eV/angstrom")
print(f"Relaxation energy lam = {lam:.3f} eV")
print("Q for n = 0, 1, 2 (angstrom):",
      " ".join(f"{v + 0.0:.3f}" for v in positions.round(6) + 0.0))
print(f"Donor level E(+/0) = {donor:.3f} eV")
print(f"Acceptor level E(0/-) = {acceptor:.3f} eV")
print(f"Relaxed repulsion U = {U:.3f} eV, mu0 = {mu0:.3f} eV")
print(f"Neutral most probable from {edge_low:.4f} to {edge_high:.4f} eV")
print(f"Width of that window = {edge_high - edge_low:.4f} eV")
print(f"Interface density = {density:.1e} angstrom^-2"
      f" = {density * 1e16:.1e} cm^-2")
print(f"Insulator: d = {thickness:.1f} angstrom, kappa = {kappa:.1f}")
print(f"Voltage shift for q = +1: {voltage_shift(1.0):.4f} V")
for mu in (0.10, mu0, 1.00):
    q, spins, p_plus, p_zero, p_minus = thermal(mu, F)
    pair = separate_pair(mu, donor, acceptor)
    q_clean = round(q, 9) + 0.0
    shift = round(voltage_shift(q_clean), 9) + 0.0
    print(f"mu = {mu:.2f} eV: mean charge = {q_clean:.5f} e,"
          f" unpaired spins = {spins:.5f}")
    print(f"  P(+) = {p_plus:.3e}, P(0) = {p_zero:.3e},"
          f" P(-) = {p_minus:.3e}")
    print(f"  voltage shift = {shift:.4f} V")
    print(f"  donor alone = {pair[2]:.3e} e,"
          f" acceptor alone = {pair[3]:.3e} e")
print(f"Spins at mu0: dangling bond {spin_mid:.4f},"
      f" separate pair {pair_mid[1]:.4f}")
print(f"Largest charge difference from pair, U = {U:.2f} eV:"
      f" {max_difference[U]:.1e} e")
print(f"Bound exp(-U/kT)/4 for that U: {np.exp(-U / kT) / 4:.1e} e")
print(f"Largest charge difference from pair, U = 2kT:"
      f" {max_difference[2 * kT]:.4f} e")
print(f"Bound for U = 2kT: {np.exp(-2) / 4:.4f} e")
print(f"Strong coupling F = 3.0 eV/angstrom: lam = {lam_neg:.3f} eV")
print(f"  E(+/0) = {donor_neg:.3f} eV, E(0/-) = {acceptor_neg:.3f} eV,"
      f" U = {U_neg:.3f} eV")
strong = thermal(mu0, 3.0)
print(f"  at mu0: P(+) = {strong[2]:.4f}, P(0) = {strong[3]:.4f},"
      f" P(-) = {strong[4]:.4f}")
print(f"Window closes at U = {-2 * kT * np.log(2):.4f} eV")
print("OK")
```

Running it gives:

```
Bond model: V1 = 1.00 eV, V2 = 4.00 eV
Bond-model levels (eV): -5.472 -3.531 -3.531 0.000 3.472 4.531 4.531
Weight of middle level on dangling hybrid: 0.8421
Cluster charge for n = 0, 1, 2 (e): [1, 0, -1]
T = 300 K, kT = 0.02585 eV, gap = 1.10 eV
e0 = 0.25 eV, U0 = 0.60 eV
K = 10.0 eV/angstrom^2, F = 1.0 eV/angstrom
Relaxation energy lam = 0.050 eV
Q for n = 0, 1, 2 (angstrom): -0.100 0.000 0.100
Donor level E(+/0) = 0.300 eV
Acceptor level E(0/-) = 0.800 eV
Relaxed repulsion U = 0.500 eV, mu0 = 0.550 eV
Neutral most probable from 0.2821 to 0.8179 eV
Width of that window = 0.5358 eV
Interface density = 1.0e-04 angstrom^-2 = 1.0e+12 cm^-2
Insulator: d = 50.0 angstrom, kappa = 4.0
Voltage shift for q = +1: -0.2262 V
mu = 0.10 eV: mean charge = 0.99913 e, unpaired spins = 0.00087
  P(+) = 9.991e-01, P(0) = 8.726e-04, P(-) = 7.591e-16
  voltage shift = -0.2260 V
  donor alone = 9.991e-01 e, acceptor alone = -8.699e-13 e
mu = 0.55 eV: mean charge = 0.00000 e, unpaired spins = 0.99994
  P(+) = 3.156e-05, P(0) = 9.999e-01, P(-) = 3.156e-05
  voltage shift = 0.0000 V
  donor alone = 3.156e-05 e, acceptor alone = -3.156e-05 e
mu = 1.00 eV: mean charge = -0.99913 e, unpaired spins = 0.00087
  P(+) = 7.591e-16, P(0) = 8.726e-04, P(-) = 9.991e-01
  voltage shift = 0.2260 V
  donor alone = 8.699e-13 e, acceptor alone = -9.991e-01 e
Spins at mu0: dangling bond 0.9999, separate pair 1.9999
Largest charge difference from pair, U = 0.50 eV: 2.5e-10 e
Bound exp(-U/kT)/4 for that U: 1.0e-09 e
Largest charge difference from pair, U = 2kT: 0.0079 e
Bound for U = 2kT: 0.0338 e
Strong coupling F = 3.0 eV/angstrom: lam = 0.450 eV
  E(+/0) = 0.700 eV, E(0/-) = 0.400 eV, U = -0.300 eV
  at mu0: P(+) = 0.4985, P(0) = 0.0030, P(-) = 0.4985
Window closes at U = -0.0358 eV
OK
```
